# Unstable and Fastest-Growing Phases in a Step-Bunching Instability

## Problem

A crystal surface descends towards $+x$ by a long train of straight, parallel steps of equal height. Atoms arrive at a flux of $F$ layers per second and join the steps, which therefore advance towards $+x$. Lengths are measured in units of the mean step spacing, so the undisturbed train has unit spacing. Step $n$ is at $x_n$, and the terrace in front of it has width $w_n=x_{n+1}-x_n$.

Let each step be displaced slightly from its regular place, with a phase difference $p$ between the displacements of neighbouring steps. For a certain strength of step repulsion, the amplitude of this disturbance grows at the rate $bF\,r(p)$, where $b>0$ measures an asymmetry in the attachment of atoms and

$$r(p)=(1-\cos p)-2(1-\cos p)^2 .$$

(a) Which phases are unstable, and which one grows fastest?

(b) Derive the growth rate from a model of the moving steps, and find the repulsion strength for which it takes this form.

(c) For $F=0.1$ layers per second, $b=0.2$ and a mean spacing of 10 nm, find the wavelength of the fastest disturbance and the time in which it grows by a factor $e$.

The phases $p$ and $-p$ have the same rate, and adding 360 degrees to $p$ changes nothing. It is enough to consider $0\le p\le 180$ degrees.

## A tempting solution

Take out the common factor:

$$r(p)=(1-\cos p)\,[1-2(1-\cos p)]=(1-\cos p)(2\cos p-1).$$

The first factor vanishes at $p=0$ and is positive elsewhere in the range. The second is positive when $\cos p>1/2$, that is, for $p<60$ degrees. The disturbance therefore grows for $0<p<60$ degrees.

The argument continues: "The rate is a quadratic expression with a negative leading coefficient. It vanishes at 0 and at 60 degrees. A parabola has its maximum midway between its zeros, so the fastest phase is 30 degrees, and the pattern repeats every $360/30=12$ steps."

## Where it fails

The unstable range is right; the fastest phase is wrong. The rate is a quadratic in $1-\cos p$, not in $p$. The midpoint rule applies to the variable in which the curve is a parabola, and a midpoint in $1-\cos p$ is not in general a midpoint in $p$.

The slope at the proposed maximum exposes the error. By the chain rule,

$$\frac{dr}{dp}=\sin p-4(1-\cos p)\sin p=\sin p\,[1-4(1-\cos p)].$$

At 30 degrees, $\sin p=1/2$ and $\cos p=\sqrt3/2$, so

$$\frac{dr}{dp}=\frac12\left(1-4+2\sqrt3\right)=\sqrt3-\frac32>0 .$$

The bracket decreases as $p$ grows from 0 to 180 degrees, so it is positive at every phase below 30 degrees as well. The rate therefore rises all the way from 0 to 30 degrees and is still rising there, and the maximum must lie at a larger phase.

## The right solution of part (a)

Define

$$q=1-\cos p .$$

Since $dq/dp=\sin p$ is positive for $0<p<180$ degrees, $q$ rises steadily from 0 to 2 across the range. Each value of $q$ corresponds to one phase, and a statement about $q$ can be translated into one about $p$ without ambiguity.

In this variable

$$r=q-2q^2=q(1-2q).$$

For $q>0$ the sign of $r$ is the sign of $1-2q$. The rate is positive for $0<q<1/2$, zero at $q=1/2$ and negative for $1/2<q\le2$. The boundary $q=1/2$ means $\cos p=1/2$, or $p=60$ degrees. Thus the unstable phases are

$$0<p<60\ \text{degrees}.$$

The point $p=0$ must be left out. There all steps are displaced equally, which merely shifts the whole train, and $r=0$. At 60 degrees the rate is also zero, so a small disturbance neither grows nor decays to linear order. What happens there at larger amplitude is not decided by this calculation.

To find the maximum, complete the square. Expanding

$$-2\left(q-\frac14\right)^2=-2q^2+q-\frac18$$

shows that

$$r=\frac18-2\left(q-\frac14\right)^2 .$$

The subtracted term is never negative, and it vanishes at $q=1/4$, which lies inside the allowed range. This is therefore the greatest value over all phases, not merely a local maximum. The fastest phase satisfies

$$1-\cos p=\frac14,\qquad \cos p=\frac34,\qquad p=\arccos\frac34\approx41.4\ \text{degrees},$$

and its scaled rate is $r=1/8$.

The midpoint rule does hold in $q$: the value $1/4$ is halfway between the zeros at 0 and $1/2$. Because $q$ starts out proportional to $p^2$, its midpoint lies well beyond the midpoint in angle.

## Part (b): from moving steps to the growth rate

### Deposition

Evaporation and the nucleation of islands on terraces are neglected, so every arriving atom joins one of the two steps bordering its terrace. The atoms stored on the terraces while they wait to attach are also neglected, which requires their coverage $\theta$, in layers, to be much smaller than $|b|$. Attachment is taken to be slow compared with diffusion across a terrace. The division of atoms between the two steps is then set by the attachment coefficients and does not depend on the terrace width.

Terrace $n$ lies between step $n$, at its uphill end, and step $n+1$, at its downhill end. Let a fraction $(1-b)/2$ of its atoms join step $n$ and a fraction $(1+b)/2$ join step $n+1$, with $0<b<1$. Both steps can then exchange atoms with the terrace, which the repulsion term below requires. An atom then prefers to join a step from the terrace above it. This is an inverse Ehrlich–Schwoebel asymmetry.

Step $n$ receives atoms from the terrace in front, of width $w_n$, and from the terrace behind, of width $w_{n-1}$. Its deposition velocity is

$$v_n^{\rm dep}=\frac F2\left[(1-b)w_n+(1+b)w_{n-1}\right].$$

For equal unit widths this is $F$, as conservation of atoms requires.

A first hint of the instability comes from the change of a terrace width. Subtracting the velocities of its two bordering steps gives

$$\frac{dw_n}{dt}=v_{n+1}^{\rm dep}-v_n^{\rm dep}
=\frac F2\left[(1-b)w_{n+1}+2b\,w_n-(1+b)w_{n-1}\right].$$

The width $w_n$ enters its own equation with the coefficient $+bF$. Under deposition alone, a single terrace that is wider than its otherwise equal neighbours therefore begins to widen, and the remaining terraces together lose the same width. This describes only the first moments: the neighbouring widths change too, and the excess passes to other terraces. Whether a disturbance grows must be found from the motion of the whole train.

### Repulsion

Let neighbouring steps repel with an energy inversely proportional to the square of their distance. Keeping nearest neighbours only is a simplification: an elastic repulsion of this form acts between all pairs of steps, and its effect on the result is given in the last section. In scaled form the energy of the train is

$$E=\sum_n\frac{1}{2w_n^2}.$$

Moving step $n$ forward shortens $w_n$ and lengthens $w_{n-1}$, so $\partial w_n/\partial x_n=-1$ and $\partial w_{n-1}/\partial x_n=+1$. Since the derivative of $1/(2w^2)$ is $-1/w^3$,

$$M_n=\frac{\partial E}{\partial x_n}=\frac1{w_n^3}-\frac1{w_{n-1}^3}.$$

An added atom moves the step forward, so $M_n$ is the scaled chemical potential of the step. If the terrace in front is narrower than the one behind, $M_n$ is positive. Whether the step then gives up atoms depends on how $M_n$ compares with the potentials of the neighbouring steps.

Atoms pass between neighbouring steps from high to low chemical potential. With slow attachment, the exchange current is proportional to the difference in potential and independent of the terrace width. Step $n$ gains $K(M_{n+1}-M_n)$ from one neighbour and $K(M_{n-1}-M_n)$ from the other. The full equation of motion is

$$\frac{dx_n}{dt}=\frac F2\left[(1-b)w_n+(1+b)w_{n-1}\right]
+K\left(M_{n+1}-2M_n+M_{n-1}\right),$$

with $K>0$ in inverse seconds. What one step loses by exchange another gains, so the exchange leaves the mean velocity at $F$.

### Linearization

Write $x_n=n+Ft+u_n$, with displacements $u_n$ much smaller than the spacing. Then

$$w_n=1+u_{n+1}-u_n,\qquad w_{n-1}=1+u_n-u_{n-1}.$$

To first order the equations are linear and the same for every step, so we may insert the complex form

$$u_n=\varepsilon e^{ipn+st}$$

and take its real part as the physical displacement. Moving to the next step multiplies $u_n$ by $e^{ip}$, and moving back multiplies it by $e^{-ip}$.

After the uniform velocity $F$ cancels, the deposition term contributes to $s$ the amount

$$\begin{aligned}
s_{\rm dep}&=\frac F2\left[(1-b)(e^{ip}-1)+(1+b)(1-e^{-ip})\right]\\
&=\frac F2\left[e^{ip}-e^{-ip}+2b-b(e^{ip}+e^{-ip})\right]\\
&=iF\sin p+bF(1-\cos p).
\end{aligned}$$

The last line uses $e^{ip}-e^{-ip}=2i\sin p$ and $e^{ip}+e^{-ip}=2\cos p$.

For the repulsion, $(1+\delta)^{-3}\approx1-3\delta$ for small $\delta$. Hence

$$\begin{aligned}
M_n&\approx-3(u_{n+1}-u_n)+3(u_n-u_{n-1})\\
&=-3(u_{n+1}-2u_n+u_{n-1})\\
&=-3(2\cos p-2)u_n=6(1-\cos p)u_n .
\end{aligned}$$

The exchange takes a second difference once more, which supplies another factor $2\cos p-2=-2(1-\cos p)$:

$$s_{\rm rep}=K\,[-2(1-\cos p)]\,[6(1-\cos p)]=-12K(1-\cos p)^2 .$$

The square thus has two origins: one factor comes from the response of the chemical potential to the displacements, the other from the exchange of atoms between neighbours.

Adding the two contributions and separating real and imaginary parts gives

$$\operatorname{Re}s=bF(1-\cos p)-12K(1-\cos p)^2,\qquad \operatorname{Im}s=F\sin p .$$

The amplitude changes as $e^{(\operatorname{Re}s)t}$. The imaginary part makes the pattern travel through the train and does not affect its growth. The stated rate requires $12K=2bF$, or

$$K=\frac{bF}{6}.$$

Then $\operatorname{Re}s=bF\,r(p)$.

## What sets the two angles

The values 60 and 41.4 degrees belong to this particular repulsion strength. To see how they move, define $B=12K/(bF)$. The scaled rate becomes

$$r_B=q-Bq^2=\frac1{4B}-B\left(q-\frac1{2B}\right)^2\qquad(B>0).$$

The given problem has $B=2$. Because $q$ cannot exceed 2, three cases arise.

- For $B>1/2$ there is a stability limit at $q=1/B$, and the fastest phase has $q=1/(2B)$.
- For $1/4<B\le1/2$ every phase with $0<p<180$ degrees is unstable, but the maximum is still at $q=1/(2B)$, inside the range.
- For $0\le B\le1/4$ the rate rises all the way to $q=2$. The fastest phase is then 180 degrees, at which neighbouring steps are displaced in opposite directions from their regular places and form pairs.

Without repulsion, $B=0$ and $r_0=q$. The largest scaled rate is then 2, at 180 degrees. With $B=2$ the same pairing disturbance has $r=2-8=-6$ and decays rapidly. In this model the asymmetry drives the instability, and the repulsion suppresses its short wavelengths.

Reversing the asymmetry while keeping $K$ positive changes the first term to $-|b|F(1-\cos p)$. Both terms are then negative for every phase except $p=0$, and the train is stable in this model, that is, as long as the adatom coverage is negligible compared with $|b|$.

The case $B>1/2$ also shows how far the midpoint guess can be trusted. Let $p_c$ be the limiting phase and $p_m$ the fastest. Since $q=2\sin^2(p/2)$, the relation $q_m=q_c/2$ becomes

$$\sin\frac{p_m}{2}=\frac1{\sqrt2}\sin\frac{p_c}{2}.$$

For strong repulsion, $B\gg1$, both angles are small and the sines may be replaced by their arguments. Then $p_m\approx p_c/\sqrt2$, about 71 percent of the limiting phase, rather than half. For $B=2$ the ratio is $41.4/60=0.69$, already close to this limit. At the edge $B=1/2$, the limit is 180 degrees and the fastest phase is 90 degrees, so the guess happens to be right there.

The flux also matters. If $K$ is held fixed while $F$ is raised, $B$ falls and the fastest phase moves to larger angles, meaning fewer steps per wavelength, until pairing is reached. Keeping the angles of the original problem at a new flux would require $K$ to change in proportion to $F$.

## Part (c): numbers for a model surface

The data are round model parameters and do not describe a particular material. The unit of growth rate is

$$bF=0.2\times0.1\ {\rm s^{-1}}=0.02\ {\rm s^{-1}},$$

and the required exchange strength is $K=0.02/6=0.00333\ {\rm s^{-1}}$.

One wavelength contains as many steps as are needed for the phase to advance by 360 degrees:

$$\frac{360}{41.41}=8.69\ \text{steps}.$$

At a mean spacing of 10 nm, the wavelength is 86.9 nm. It need not be a whole number of steps: in a long train, the steps may sit at different positions within successive waves.

The largest growth rate is

$$\operatorname{Re}s=0.125\times0.02\ {\rm s^{-1}}=0.0025\ {\rm s^{-1}},$$

so the amplitude grows by a factor $e$ in $1/0.0025=400$ s. During that time $0.1\times400=40$ layers are deposited. In general this number of layers is $F/(bF/8)=8/b$, provided that $K=bF/6$.

### The cost of the wrong answer

At 30 degrees the scaled rate is 0.0981, which is 78 percent of the maximum. Suppose disturbances at 30 and 41.4 degrees start with equal amplitudes of $10^{-6}$ spacings. After 4000 s, the faster one has grown by $e^{10}$, to about 0.02 spacings, which is still small. The slower one has grown by only $e^{7.85}$. Their ratio is $e^{2.15}$, between eight and nine. A modest difference in rate thus becomes a large difference in amplitude if the linear stage lasts long enough. What is selected is a band rather than one wavelength: after 4000 s all wavelengths from about 7.7 to 10.2 steps have gains within a factor of two of the largest.

### A finite train

Consider a periodic train of 60 steps. The phase must advance by a multiple of 360 degrees around the train, so the allowed phases are multiples of $360/60=6$ degrees. The exact maximum at 41.4 degrees is not among them; the fastest allowed phase is 42 degrees. Its scaled rate is 0.12491, less than 0.1 percent below the maximum of 0.125. The loss is this small because the rate is flat near its maximum.

The unstable phases are 6, 12, and so on up to 54 degrees: nine values, or eighteen when both signs of $p$ are counted. There are three neutral modes, at 0 and at plus and minus 60 degrees. A test using the eigenvalues of the numerically differentiated equations of motion finds these same counts.

A separate test follows the full nonlinear equations for 400 s, starting from a sum of four disturbances with amplitudes of $10^{-6}$ spacings each. The growth rates, in units of $bF$, are:

| Phase (degrees) | Measured | Formula |
|---:|---:|---:|
| 30 | 0.0981 | 0.0981 |
| 42 | 0.1249 | 0.1249 |
| 60 | 0.0000 | 0.0000 |
| 72 | −0.2639 | −0.2639 |

The disturbance at 42 degrees outgrows the one at 30, the one at 60 keeps its amplitude, and the one at 72 decays. The further digits are in the numerical output.

## Where the result stops

The growth rate describes the beginning of bunching. It assumes changes in terrace width much smaller than the mean spacing, because both the expansion of $w_n^{-3}$ and the independence of different phases rest on that condition. For a single disturbance near the fastest phase, the rate has fallen by 5 percent when the width changes reach about 0.2 spacings and by 10 percent at about 0.3. Once these changes become comparable with the mean spacing, the repulsion is strongly nonlinear and different phases influence one another. The wavelength of 8.69 steps is therefore the one selected by linear growth, not a prediction of the number of steps in a mature bunch.

The steps have also been kept straight. A disturbance that varies along a step needs a further wave number and a step stiffness, neither of which appears here. Finally, if diffusion across the terraces is not fast compared with attachment, the division of atoms and the exchange current depend on the terrace widths. The equation of motion then changes, and the growth rate must be derived again. The slow-attachment limit is approached gradually. Take the two attachment lengths, each the diffusion coefficient divided by an attachment coefficient, and keep the exchange strength at unit width equal to $K$. If the lengths add up to 10 spacings, the fastest phase is 37.5 degrees and the scaled rate 0.085; if they add up to 100 spacings, the values are 41.0 degrees and 0.120.

Two further simplifications shift the numbers. If the repulsion acts between all pairs of steps with the same $K$, the repulsion term is no longer exactly proportional to $(1-\cos p)^2$. The fastest phase moves to 35.8 degrees, the limit to about 52 degrees, and the largest scaled rate to 0.091. If the atoms stored on the terraces are counted, a destabilising term of order $\theta F\sin^2p$ is added. For $b=0.2$ and $\theta\approx0.01$, nearly all of it equilibrium coverage, the angles become about 43 and 63 degrees and the largest scaled rate 0.15. A train with reversed asymmetry can become unstable when $\theta$ is comparable with $|b|$.

## Table of computed values

```
Flux F = 0.10 layers/s
Asymmetry b = 0.20 (dimensionless)
Mean step spacing = 10.0 nm
Exchange strength K = 0.003333 1/s
Rate unit b*F = 0.0200 1/s
Stability limit from model = 60.000 degrees
Fastest phase from model = 41.410 degrees
cos of fastest phase = 0.75000 (dimensionless)
Largest scaled rate = 0.12500 (units of b*F)
Scaled rate at 180 degrees = -6.0000 (units of b*F)
Largest growth rate = 0.002500 1/s
Time for growth by factor e = 400.0 s
Deposited in that time = 40.0 layers
Fastest wavelength = 8.694 steps
Fastest wavelength = 86.9 nm
Ring size = 60 steps
Ring phase interval = 6.0 degrees
Unstable ring eigenvalues = 18 (count, both signs of p)
Neutral ring eigenvalues = 3 (count)
Fastest ring phase = 42.0 degrees
Initial amplitude per mode = 1.0e-06 spacings
Integration time = 400 s
Phase 30 degrees: measured 0.09808, formula 0.09808 (units of b*F)
Phase 42 degrees: measured 0.12491, formula 0.12491 (units of b*F)
Phase 60 degrees: measured 0.00000, formula 0.00000 (units of b*F)
Phase 72 degrees: measured -0.26394, formula -0.26393 (units of b*F)
No repulsion: fastest phase = 180 degrees
No repulsion: largest scaled rate = 2.0000 (units of b*F)
```
